# Inverting the hyperfine-quenched 2 3P0 lifetime of heavy heliumlike ions

## What symmetry and dimensions fix

Let a heliumlike ion have nuclear spin \(I\ge 1/2\). Rotations of the whole ion conserve \(\mathbf F=\mathbf J+\mathbf I\). The level 2 3P0 has \(J=0\), hence \(F=I\), and of the sublevels of 2 3P1 it can mix only with the one of the same \(F\) and \(M_F\). For each \(M_F\), the two-level model is therefore a 2×2 matrix. With the energy of 3P0 as zero,

\[
H=\begin{pmatrix}-\tfrac{i}{2}\Gamma_0 & W\\ W&\Delta-\tfrac{i}{2}\Gamma_1\end{pmatrix}.
\]

Here \(\Gamma_0,\Gamma_1\) are the total widths (\(\hbar\) times the decay rates) without hyperfine mixing, \(W\) is the hyperfine coupling, made real by a choice of phase, and \(\Delta\) is the 3P1−3P0 energy difference including the diagonal hyperfine shift.

An eigenvalue \(\lambda\) gives a state of width \(-2\,\mathrm{Im}\,\lambda\). Let \(G=\hbar/\tau\) be the width of the longer-lived state. Subtracting \(-i\Gamma_0/2\) times the unit matrix leaves only

\[
g=G-\Gamma_0,\qquad \gamma=\Gamma_1-\Gamma_0>0 .
\]

Next, \(-H^*\) is \(H\) with \(\Delta\to-\Delta\) and \(W\to-W\). Its eigenvalues \(-\lambda^*\) have the same imaginary parts as \(\lambda\), and the sign of \(W\) can be removed by a phase. The widths thus depend on \(|\Delta|\) and \(|W|\). Since all parameters are energies,

\[
|\Delta|=\gamma\,\Phi\!\left(\frac g\gamma,\frac{|W|}{\gamma}\right).
\]

Within this two-level model a lifetime cannot give the sign of \(\Delta\). The function \(\Phi\) is found below without an expansion in \(W\).

## The coupling and the hyperfine shift

For a heavy ion both levels are modelled as pure jj states 1s 2p\(_{1/2}\), with \(J=0\) and \(J=1\). This requires the 2p fine-structure splitting to be large compared with the electron-electron mixing of 2p\(_{1/2}\) and 2p\(_{3/2}\). If the lower \(J=1\) level contains 1s 2p\(_{1/2}\) only with amplitude \(\cos\theta\), the 1s part of \(W\) derived below is multiplied by \(\cos\theta\), and the diagonal shift changes as well. A rough screened-hydrogenic estimate lowers the 1s part of \(W\) by about 5% at \(Z=28\), 0.4% at \(Z=47\) and less than 0.1% at \(Z=64\), and the 1s part of the shift by about 15%, 1% and 0.2%. For a real ion, \(W\) and the shift should come from an intermediate-coupling calculation. The magnetic dipole hyperfine operator is

\[
h=a_s\,\mathbf j_s\!\cdot\!\mathbf I+a_p\,\mathbf j_p\!\cdot\!\mathbf I ,
\]

with dimensionless angular momenta and energies \(a_s,a_p\). Antisymmetrizing the electrons does not change its matrix elements: exchange terms would need \(h\) to connect 1s to 2p, which parity forbids.

In \(J=0\), \((\mathbf j_s+\mathbf j_p)|0\rangle=0\), so \(h|0\rangle=(a_s-a_p)\,\mathbf j_s\!\cdot\!\mathbf I|0\rangle\). This vector has no \(J=0\) part, because \(\langle 0|\mathbf j_s|0\rangle=0\). It lies entirely in \(J=1\), \(F=I\), and its norm is \(|W|\). For a spin one-half,

\[
j_ij_k=\tfrac14\delta_{ik}+\tfrac i2\epsilon_{ikl}j_l,\qquad
\epsilon_{ikl}I_iI_k=iI_l,
\]

and therefore

\[
(\mathbf j_s\!\cdot\!\mathbf I)^2=\tfrac14\mathbf I^2-\tfrac12\,\mathbf j_s\!\cdot\!\mathbf I .
\]

The last term averages to zero in \(J=0\), which gives

\[
|W|=\tfrac12|a_s-a_p|\sqrt{I(I+1)} .
\]

The \(J=1\) states are symmetric under exchange of the two spins, so inside this level \(\mathbf j_s\) and \(\mathbf j_p\) each act as \(\mathbf J/2\). For \(F=I\),

\[
\mathbf J\!\cdot\!\mathbf I=\tfrac12[I(I+1)-2-I(I+1)]=-1 .
\]

The 3P1 sublevel shifts by \(-(a_s+a_p)/2\), while 3P0 has no first-order shift. With \(E_{\rm fs}=E(^3P_1)-E(^3P_0)\) defined without hyperfine interaction,

\[
\Delta=E_{\rm fs}-\tfrac12(a_s+a_p).
\]

The 1s part of \(h\) leaves the 2p electron untouched and cannot turn 2p\(_{1/2}\) into 2p\(_{3/2}\). The 2p part can; that coupling to the 1s 2p\(_{3/2}\) levels is left out.

## Why the width matrix is diagonal

Let \(c_a\) be the amplitudes of the two levels, \(b_k\) those of the states with an emitted photon, and \(V_{ak}\) the couplings. Then

\[
Ec_a=\sum_b H^{(0)}_{ab}c_b+\sum_k V_{ak}b_k,\qquad
(E-E_k)b_k=\sum_b V^*_{bk}c_b .
\]

Solving for \(b_k\) with outgoing waves, \(E\to E+i0\), and inserting the result adds to \(H^{(0)}_{ab}\)

\[
\sum_k\frac{V_{ak}V^*_{bk}}{E-E_k+i0}=\delta E_{ab}-\tfrac i2\Gamma_{ab},\qquad
\Gamma_{ab}=2\pi\sum_kV_{ak}V^*_{bk}\,\delta(E-E_k).
\]

Diagonal shifts are absorbed into the level energies. The widths are taken as constant over the energies concerned.

One-photon decay of 3P0 to the \(J=0\) ground state is forbidden, because a photon carries at least one unit of angular momentum. This channel therefore has no interference term. Both levels, however, decay to 2 3S1. Let \(P\) project onto this electronic level and act as unity on the nucleus. Summing over photon directions, polarizations and final hyperfine levels produces

\[
T=\sum_k d_k\,P\,d_k ,
\]

where \(d_k\) are now the Cartesian dipole components. \(T\) is a scalar in electron space and does not touch the nucleus, so it cannot connect \(J=0\) to \(J=1\). Hence \(\Gamma_{01}=0\), and \(\delta E_{01}\) vanishes for the same reason.

The sum is essential. For \(I=1/2\), the interference terms of \(F'=1/2\) and \(F'=3/2\) each have magnitude 1.1547 in scaled units, and their sum is zero. The argument needs equal photon frequencies for the final hyperfine levels; their splitting would leave a small remainder.

The complex matrix was tested against a Hermitian model in which the upper level couples to 1200 discrete continuum states. For \(W=0.3\), \(\Delta=\gamma=1\), \(\Gamma_0=0\) and \(\hbar=1\), the late decay rate was 0.06184, against 0.06181 from the matrix. The small excess comes from the finite band (spacing 0.15, energies within \(\pm90\)): the rate is 0.06188 for \(\pm45\) and 0.06183 for \(\pm150\), and it approaches the matrix value as the band widens. The weak-mixing formula derived below gives 0.07200, about 16% above the matrix value.

## Forward solution: from interval to lifetime

Write \(\lambda=\lambda'-i\Gamma_0/2\) and \(D=\Delta-i\gamma/2\). The characteristic equation is

\[
\lambda'(\lambda'-D)=W^2,\qquad
\lambda'=\frac{D\mp R}{2},\qquad R^2=D^2+4W^2 .
\]

Choose the sign of \(R\) so that \(\mathrm{Re}(D^*R)\ge0\). Since \(|D+R|^2-|D-R|^2=4\,\mathrm{Re}(D^*R)\), the root \((D-R)/2\) then has the smaller modulus. Multiplying numerator and denominator by \(D+R\) removes the subtraction of nearly equal numbers:

\[
\lambda'_1=\frac{D^2-R^2}{2(D+R)}=-\frac{2W^2}{D+R},\qquad g=-2\,\mathrm{Im}\,\lambda'_1 .
\]

This is also the narrower state. The product of the roots is \(-W^2\), so

\[
\lambda'_2=-\frac{W^2}{\lambda'_1}=-\frac{W^2\lambda_1'^*}{|\lambda'_1|^2},\qquad
\mathrm{Im}\,\lambda'_2=\frac{W^2}{|\lambda'_1|^2}\,\mathrm{Im}\,\lambda'_1 .
\]

The imaginary parts have the same sign and add up to \(-\gamma/2\); both are negative. The smaller modulus obeys \(|\lambda'_1|\le|W|\), so the first root has the smaller width, and \(0<g\le\gamma/2\) for \(W\ne0\).

For \(W^2\ll|D|^2\), \(R\approx D\) and

\[
\lambda'_1\approx-\frac{W^2}{D}=-\frac{W^2(\Delta+i\gamma/2)}{\Delta^2+\gamma^2/4},\qquad
g\approx\frac{W^2\gamma}{\Delta^2+\gamma^2/4}.
\]

The 3P0 state borrows a fraction \(W^2/|D|^2\) of the fast-decaying level. Two limits follow:

- For \(|\Delta|\gg\gamma/2\), \(g\approx W^2\gamma/\Delta^2\): a broader 3P1 level quenches faster.
- For \(|\Delta|\ll\gamma/2\), \(g\approx4W^2/\gamma\): a broader 3P1 level quenches more slowly, since its width acts as a detuning that suppresses the admixture.

## Inversion: from lifetime to interval

Set \(\lambda'_1=x-ig/2\), so that \(\lambda'_1-D=(x-\Delta)+i(\gamma-g)/2\). The imaginary part of the characteristic equation is

\[
\tfrac12x(\gamma-g)-\tfrac12g(x-\Delta)=0 .
\]

Collecting \(x\) gives \(x(\gamma-2g)=-g\Delta\), and for \(g<\gamma/2\)

\[
x=-\frac{g\Delta}{\gamma-2g},\qquad
x-\Delta=-\frac{\Delta(\gamma-g)}{\gamma-2g}.
\]

The real part is \(x(x-\Delta)+g(\gamma-g)/4=W^2\). Inserting both expressions,

\[
g(\gamma-g)\left[\frac{\Delta^2}{(\gamma-2g)^2}+\frac14\right]=W^2 ,
\]

and solving for the interval,

\[
\boxed{\,|\Delta|=(\gamma-2g)\sqrt{\frac{W^2}{g(\gamma-g)}-\frac14}\,}
\]

To see that the map is one-to-one, put \(u=g(\gamma-g)\), which rises with \(g\) on \((0,\gamma/2)\). Because \((\gamma-2g)^2=\gamma^2-4u\),

\[
W^2=\frac{\Delta^2u}{\gamma^2-4u}+\frac u4 .
\]

The right side rises with \(u\) and with \(|\Delta|\). At fixed \(W\), a larger interval therefore means a smaller \(g\) and a longer lifetime.

The largest \(g\) belongs to \(\Delta=0\), where \(R^2=4W^2-\gamma^2/4\). If \(|W|<\gamma/4\), \(R\) is imaginary and

\[
g_{\max}=\frac\gamma2-\sqrt{\frac{\gamma^2}{4}-4W^2}
=\frac{4W^2}{\gamma/2+\sqrt{\gamma^2/4-4W^2}} .
\]

If \(|W|\ge\gamma/4\), \(R\) is real, both states have \(g=\gamma/2\), and \(g_{\max}=\gamma/2\). The admissible lifetimes are

\[
\frac{\hbar}{\Gamma_0+g_{\max}}\le\tau<\frac{\hbar}{\Gamma_0}.
\]

## Pseudocode and cost

```
input: tau, rate0, rate1, a_s, a_p, I
G0 = hbar*rate0;  G1 = hbar*rate1
y  = G1 - G0;     g  = hbar/tau - G0
W  = abs(a_s - a_p)*sqrt(I*(I+1))/2
require y > 0 and W > 0
if W >= y/4: gmax = y/2
else:        gmax = 4*W^2/(y/2 + sqrt(y^2/4 - 4*W^2))
require 0 < g <= gmax
arg = W^2/(g*(y - g)) - 1/4
if arg < 0: arg = 0    # rounding only, since g <= gmax
d = (y - 2*g)*sqrt(arg)
for sign in (+1, -1):
    E_fs = sign*d + (a_s + a_p)/2
    diagonalize the full matrix at E_fs
    compare its longest lifetime with tau
return both values of E_fs
```

The inversion takes a fixed number of operations and no iteration. The check uses the product space of two electron spins and the nucleus, of dimension \(4(2I+1)\), so dense diagonalization costs of order \((2I+1)^3\) operations. It tests the angular factors and the hyperfine shift as well as the 2×2 algebra. The narrow eigenvalue appears \(2I+1\) times, once for each \(M_F\).

## Stability and error budget

When the eigenvalues are well separated, a general eigenvalue routine can have an absolute error of order \(\epsilon\|H\|\), with \(\epsilon\) the machine precision, and hence a relative error of order \(\epsilon\|H\|/g\) in the induced width. This is a worst-case estimate; the actual error can be much smaller. Close to the point \(\Delta=0\), \(|W|=\gamma/4\), where the two eigenvalues and eigenvectors merge, the absolute error can grow to order \(\sqrt{\epsilon}\,\|H\|\). For weak mixing, the form \(-2W^2/(D+R)\) avoids the loss of digits in a small \(g\). In the inversion, digits are lost when \(\Gamma_0\) is nearly all of \(G\), when \(g\) approaches \(\gamma/2\), or when the square root approaches zero.

Errors of the inputs usually matter more than rounding. For weak mixing let

\[
S=\Delta^2+\frac{\gamma^2}{4}=\frac{W^2\gamma}{g}.
\]

At fixed \(W,\gamma,\Gamma_0\), \(dg=dG=-G\,d\ln\tau\), and so \(2|\Delta|\,d|\Delta|=-S\,dg/g=S(G/g)\,d\ln\tau\). Varying \(W\) alone gives \(2|\Delta|\,d|\Delta|=2S\,d\ln W\). Varying \(\gamma\) at fixed \(\Gamma_0\) gives \(2|\Delta|\,d|\Delta|+\tfrac12\gamma^2d\ln\gamma=S\,d\ln\gamma\). Hence

\[
\frac{\partial|\Delta|}{\partial\ln\tau}=\frac{SG}{2|\Delta|g},\qquad
\frac{\partial|\Delta|}{\partial\ln W}=\frac{S}{|\Delta|},\qquad
\frac{\partial|\Delta|}{\partial\ln\gamma}=\frac{\Delta^2-\gamma^2/4}{2|\Delta|}.
\]

For weak mixing all three grow in magnitude without limit as \(|\Delta|\to0\): the lifetime near a level crossing hardly depends on the interval. The third changes sign at \(|\Delta|=\gamma/2\), between the two regimes of quenching found above. Both statements are limited to weak mixing: at \(|W|=0.2\gamma\) the sign change lies near \(|\Delta|=0.36\gamma\), and for \(|W|>\gamma/4\) the derivatives stay finite as \(|\Delta|\to0\).

## Worked example

The parameters are round model values and describe no particular ion: \(I=1/2\), \(a_s=0.0040\) eV, \(a_p=0.0002\) eV, and decay rates \(2\times10^8\) s\(^{-1}\) for 3P0 and \(10^{15}\) s\(^{-1}\) for 3P1. Then

\[
W=\tfrac12(0.0038\ \text{eV})\sqrt{0.75}=1.6454\times10^{-3}\ \text{eV},
\]

\(\Gamma_0=1.3164\times10^{-7}\) eV, and \(\gamma=0.65821\) eV.

**Forward.** For \(E_{\rm fs}=1\) eV, \(\Delta=1-0.0021=0.9979\) eV. The weak-mixing formula gives

\[
g\approx\frac{(1.6454\times10^{-3})^2(0.65821)}{0.9979^2+0.65821^2/4}\ \text{eV}
=1.6141\times10^{-6}\ \text{eV},
\]

and the complex matrix agrees to these digits. The induced rate is \(2.452\times10^9\) s\(^{-1}\). Adding \(0.200\times10^9\) s\(^{-1}\) gives \(\tau=0.377\) ns, compared with 5 ns without mixing.

**Inverse.** Now let \(\tau=0.4\) ns be supplied. Then \(G=1.6455\times10^{-6}\) eV and \(g=1.5139\times10^{-6}\) eV. This is below \(g_{\max}=1.6454\times10^{-5}\) eV, so the lifetime is admissible; the shortest possible one is 0.0397 ns. The boxed formula gives \(|\Delta|=1.0339\) eV. Removing the hyperfine shift leaves two candidates,

\[
E_{\rm fs}=+1.0360\ \text{eV}\quad\text{or}\quad E_{\rm fs}=-1.0318\ \text{eV}.
\]

Diagonalizing the full electron-nuclear matrix returns the supplied lifetime for both. Level ordering must come from other information.

Dropping \(\gamma^2/4\) from the denominator would give \(|\Delta|=W\sqrt{\gamma/g}=1.0850\) eV, which is 4.9% above the value from the complex matrix. At this width the real detuning alone is not an adequate denominator.

An increase of 1% in the lifetime raises \(|\Delta|\) by 0.0062 eV, in \(W\) by 0.0114 eV, and in \(\gamma\) by 0.0046 eV. Of these three equal relative changes, that in the hyperfine coupling matters most. The digits above follow the model inputs and are not an accuracy claim for a real ion.

## Failure modes

**Inadmissible lifetime.** If \(g\le0\), the supplied lifetime is no shorter than the unquenched one, and no finite interval fits. If \(g>g_{\max}\), no real interval fits. The inputs may be inconsistent, or the model may lack a level or a decay path. At \(g\approx g_{\max}\) rounding alone can make the argument of the square root slightly negative, and only once \(g\le g_{\max}\) has been checked may it be set to zero; for \(g>g_{\max}\) the argument should not be clipped. Nor is its sign a sufficient test: for \(|W|>\gamma/4\) and \(\gamma/2<g<\gamma\) it stays positive, so \(g\) itself must be compared with \(g_{\max}\).

**No single lifetime.** The formula uses the late exponential, after the broad component has died out. At \(\Delta=0\) and \(|W|>\gamma/4\) both states have the same width and the decay of 3P0 oscillates. At \(\Delta=0\) and \(|W|=\gamma/4\) the eigenvalues coincide while \(W\ne0\), so there is one eigenvector and the amplitude contains a term linear in time times the exponential.

**A further level.** Suppose that an omitted level adds \(\rho\) times the retained amplitude for decay to the ground state. For weak mixing the induced rate of decay to the ground state is multiplied by \(|1+\rho|^2\approx1+2\,\mathrm{Re}\,\rho\), an error of first order in \(\rho\). The levels 1s 2p\(_{3/2}\) can contribute in this way through the 2p hyperfine operator and through departures from pure jj coupling. The ratio \(\rho\) must include the effect of the off-diagonal width: a level that shares the ground-state channel changes the rate even without hyperfine coupling to 3P0, and in opposite directions for the two signs of \(\Delta\). With \(W\) and \(\gamma\) of the worked example, such a level at 200 eV with width \(2\gamma\) changes \(g\) by about \(-0.2\%\) for \(\Delta=+1\) eV and \(+0.2\%\) for \(\Delta=-1\) eV. If \(\rho\) is not negligible, the matrix must be enlarged, with off-diagonal widths for levels that share a decay channel.

## Computed values

```
STRUCTURE TESTS
interference, F'=1/2, magnitude (scaled): 1.1547
interference, F'=3/2, magnitude (scaled): 1.1547
magnitude of their sum (scaled): 0.0000
strong-mixing test W, D, y (scaled): 0.3, 1.0, 1.0
continuum modes: 1200; spacing (scaled): 0.15
decay rate, continuum model (scaled): 0.06184
decay rate, complex matrix (scaled): 0.06181
decay rate, weak-mixing formula (scaled): 0.07200
FORWARD EXAMPLE
nuclear spin I: 0.5
a_s: 0.0040 eV
a_p: 0.0002 eV
3P0 rate without mixing: 2.000e+08 s^-1
3P1 total rate: 1.000e+15 s^-1
hbar: 6.58211957e-16 eV s
width G0: 1.316424e-07 eV
width G1: 0.658212 eV
width difference y: 0.658212 eV
coupling W: 1.645448e-03 eV
3P1 hyperfine shift: -0.0021 eV
chosen fine-structure interval: 1.0000 eV
shifted interval D: 0.9979 eV
induced width g: 1.614050e-06 eV
weak-mixing g: 1.614060e-06 eV
induced rate: 2.45217e+09 s^-1
lifetime without mixing: 5.0000 ns
quenched lifetime: 0.37705 ns
INVERSE EXAMPLE
supplied lifetime: 0.4000 ns
total width G: 1.645530e-06 eV
induced width g: 1.513888e-06 eV
largest possible g: 1.645408e-05 eV
shortest possible lifetime: 0.03969 ns
recovered |D|: 1.033855 eV
fine-structure interval, D>0: 1.035955 eV
fine-structure interval, D<0: -1.031755 eV
|D| without width in denominator: 1.084976 eV
excess from that neglect: 4.945 %
change of |D| for +1% lifetime: 0.006188 eV
change of |D| for +1% W: 0.011386 eV
change of |D| for +1% y: 0.004645 eV
```
